# Intensity enhancement at the pole of a resonant metal sphere in resist

## Problem

A small metal sphere of radius $a$ is embedded in photoresist and lit at a wavelength much longer than $a$. The relative permittivity of the metal is $\varepsilon=-5.12+0.5i$ and that of the resist is $\varepsilon_m=2.56$. Far from the sphere the field in the resist has amplitude $E_0$. By what factor is the intensity $|E|^2$ in the resist, just outside the pole of the sphere, larger than $|E_0|^2$?

The pole is the point where the surface normal is parallel to the applied field. Fields vary as $e^{-i\omega t}$, so a positive imaginary part of $\varepsilon$ means absorption. The reference is the applied field in the resist, not the field in air above it.

## A tempting solution

The field inside a small sphere in a uniform applied field is itself uniform, with amplitude
$$
F=\frac{3\varepsilon_m}{\varepsilon+2\varepsilon_m}E_0 ,
$$
a result derived below. Here $\varepsilon+2\varepsilon_m=-5.12+0.5i+5.12=0.5i$, so
$$
\frac{F}{E_0}=\frac{7.68}{0.5i}=-15.36\,i,\qquad \left|\frac{F}{E_0}\right|^2=235.9 .
$$
The potential is continuous at the surface. A point just outside is arbitrarily close to a point just inside, so the field there should be the same, and the enhancement should be about 236.

## Where it fails

The value of $F$ is correct. The fault is the step from a continuous potential to a continuous field. If the potential agrees on both sides at every point of the surface, its derivatives *along* the surface agree, so the tangential field is continuous. Nothing follows for the derivative *across* the surface.

The normal component obeys a different condition. There is no external charge on the surface, so the normal component of $\varepsilon\mathbf E$ is continuous:
$$
\varepsilon_m E_{\perp}^{\rm out}=\varepsilon E_{\perp}^{\rm in}.
$$
The field itself jumps, because polarization charge sits on the surface. At the pole the field is entirely normal, so the tempting solution misses the factor $\varepsilon/\varepsilon_m=-2+0.195i$ in the field, or $|\varepsilon/\varepsilon_m|^2=4.04$ in the intensity.

## The right solution

**The potential.** Since $a$ is much smaller than the wavelength, the phase of the light hardly changes across the sphere. We neglect retardation and write $\mathbf E=-\nabla\phi$. Near a resonance even a small phase change can matter, so the error of this step is examined below for several radii. In each uniform region $\nabla\cdot(\varepsilon\nabla\phi)=0$ reduces to $\nabla^2\phi=0$.

With the polar axis along the applied field, the applied potential is $-E_0z=-E_0r\cos\theta$. We try $\phi=f(r)\cos\theta$, for which Laplace's equation becomes
$$
f''+\frac{2}{r}f'-\frac{2}{r^2}f=0 .
$$
A power $f=r^s$ requires $s(s-1)+2s-2=(s-1)(s+2)=0$, so $f$ is a combination of $r$ and $r^{-2}$. Inside, $r^{-2}$ is excluded because it diverges at the centre. Outside, the coefficient of $r$ is fixed by the applied field:
$$
\phi_{\rm in}=-Fr\cos\theta,\qquad
\phi_{\rm out}=\left(-E_0r+\frac{p}{r^2}\right)\cos\theta .
$$

No other angular term appears. A term of order $l$ without a source would be $A_lr^l$ inside and $B_lr^{-l-1}$ outside. Continuity of the potential gives $B_l=A_la^{2l+1}$, and continuity of $\varepsilon\,\partial\phi/\partial r$ then gives $[l\varepsilon+(l+1)\varepsilon_m]A_l=0$. The bracket cannot vanish: for $l\ge1$ it has a nonzero imaginary part, and for $l=0$ it equals $\varepsilon_m$. Hence $A_l=0$.

**Matching at the surface.** Continuity of $\phi$ at $r=a$, divided by $-a\cos\theta$, gives
$$
F=E_0-\frac{p}{a^3}.
$$
The radial derivatives are $-F\cos\theta$ inside and $(-E_0-2p/a^3)\cos\theta$ outside, so continuity of $\varepsilon\,\partial\phi/\partial r$ gives
$$
\varepsilon F=\varepsilon_m\left(E_0+\frac{2p}{a^3}\right).
$$
Insert $p/a^3=E_0-F$ from the first condition:
$$
\varepsilon F=\varepsilon_m(3E_0-2F)
\quad\Rightarrow\quad
F=\frac{3\varepsilon_m}{\varepsilon+2\varepsilon_m}E_0 .
$$
The dipole term follows as
$$
\frac{p}{a^3}=E_0-F=\beta E_0,\qquad
\beta=\frac{\varepsilon-\varepsilon_m}{\varepsilon+2\varepsilon_m}=1+15.36\,i .
$$

**The field at the pole.** On the axis outside the sphere, $\theta=0$, the field is
$$
E(r)=-\frac{\partial\phi_{\rm out}}{\partial r}=E_0\left[1+2\beta\left(\frac ar\right)^3\right].
$$
At the surface this becomes
$$
\frac{E}{E_0}=1+2\beta=\frac{\varepsilon+2\varepsilon_m+2\varepsilon-2\varepsilon_m}{\varepsilon+2\varepsilon_m}
=\frac{3\varepsilon}{\varepsilon+2\varepsilon_m},
$$
which is $\varepsilon/\varepsilon_m$ times $F/E_0$, as the jump condition demands. With the given permittivities,
$$
\frac{E}{E_0}=1+2(1+15.36\,i)=3+30.72\,i,
$$
$$
\boxed{\left|\frac{E}{E_0}\right|^2=3^2+30.72^2=9.0+943.7\approx 950}
$$

Two separate calculations agree. A finite-element solution of the radial potential equation gives 952.7. The Mie solution, which matches full electromagnetic waves at the surface, also gives 952.7 for a radius of 0.1 nm at a wavelength of 415 nm.

## Reading the result

**What limits the enhancement.** Write $g={\rm Im}\,\varepsilon$ and $\Delta={\rm Re}\,\varepsilon+2\varepsilon_m$. For a non-absorbing resist,
$$
\left|\frac{E}{E_0}\right|^2=\frac{9|\varepsilon|^2}{\Delta^2+g^2}.
$$
The posed permittivities have $\Delta=0$, and then
$$
\frac{E}{E_0}=\frac{3(-2\varepsilon_m+ig)}{ig}=3+\frac{6i\varepsilon_m}{g}.
$$
In this model loss alone keeps the field finite at $\Delta=0$. The imaginary part dominates, so the polar field lags the applied field by nearly a quarter of a cycle, like a driven oscillator at resonance. In the opposite limit $|\varepsilon|\to\infty$, a perfect conductor, the field factor is 3 and the intensity factor 9. For $\varepsilon=\varepsilon_m$ the sphere is invisible and the factor is 1.

The condition $\Delta=0$ is close to the best choice of ${\rm Re}\,\varepsilon$ at fixed $g$, but not quite the best, because the numerator also grows with $|{\rm Re}\,\varepsilon|$. With $u={\rm Re}\,\varepsilon$, setting the derivative of $(u^2+g^2)/(\Delta^2+g^2)$ to zero gives
$$
u(\Delta^2+g^2)=\Delta(u^2+g^2)
\;\Rightarrow\;(\Delta-u)(u\Delta-g^2)=0 .
$$
Since $\Delta-u=2\varepsilon_m\neq0$, the stationary points satisfy $u(u+5.12)=0.25$. The negative root, $u=-5.17$, is the maximum.

**The equator.** At $\theta=90^\circ$ the field is tangential, so it is continuous and equals $F$. The value 236 is therefore the right answer at the equator and for the interior. At a general angle the tangential part is $F\sin\theta$ in magnitude and the normal part $(\varepsilon/\varepsilon_m)F\cos\theta$, so the intensity just outside is
$$
|F|^2\left(\sin^2\theta+4.04\cos^2\theta\right).
$$

**Depth of the hot spot.** At distance $d$ from the pole, along the axis, the enhancement is $|1+2\beta\,a^3/(a+d)^3|^2$. For $a=5$ nm and $d=1$ nm the cube is $(5/6)^3=0.579$, and the enhancement has fallen to 321. It is 128 at 2 nm and 16 at 5 nm. The value 950 belongs to the surface itself, not to a resist layer of useful thickness.

## How a real particle differs

The real part $-5.12$ is roughly that of silver near 415 nm, a photon energy of 2.99 eV, and an index of 1.6 is typical of a resist. Tabulated values of the imaginary part for bulk silver at this energy differ considerably between measurements, and 0.5 lies within their spread; since the enhancement at $\Delta=0$ scales roughly as $1/g^2$, the figures below depend strongly on this choice. We now take $a=5$ nm and size several neglected effects, keeping the wavelength and the posed permittivities fixed except where a change is stated.

**Surface scattering.** In a Drude metal with bound-electron permittivity $\varepsilon_b$,
$$
\varepsilon=\varepsilon_b-\frac{\omega_p^2}{\omega^2+i\gamma\omega},\qquad
{\rm Im}\,\varepsilon=\frac{\omega_p^2\gamma}{\omega(\omega^2+\gamma^2)}\approx\frac{\omega_p^2\gamma}{\omega^3}
$$
for $\gamma\ll\omega$. Electrons in a small sphere also collide with its surface, at a rate estimated as $v_F/a$. With the rough values $v_F=1.4\times10^6$ m/s and $\hbar\omega_p=9$ eV, the extra rate is $\hbar v_F/a=0.184$ eV, and
$$
\delta({\rm Im}\,\varepsilon)\approx\frac{9^2\times0.184}{2.99^3}\approx0.56 .
$$
If the posed 0.5 is a bulk value, the loss more than doubles and the enhancement falls to about 220. If 0.5 already includes surface scattering, this correction must not be applied again.

**Retardation.** The Mie solution gives the following polar enhancements, without and with the added surface scattering. The second column raises ${\rm Im}\,\varepsilon$ only. The larger $\gamma$ also makes ${\rm Re}\,\varepsilon$ slightly less negative, which would lower these values by 2 to 4%, to 211, 289 and 76.

| Radius (nm) | Posed $\varepsilon$ | With added scattering |
|---|---|---|
| 5 | 909 | 218 |
| 10 | 550 | 301 |
| 20 | 84 | 78 |

Retardation moves the resonance: the value of ${\rm Re}\,\varepsilon$ that gives the largest polar field changes from $-5.17$ at 0.1 nm to $-5.26$ at 5 nm. The sphere also loses energy by radiating, which damps the resonance. At 20 nm this damping is substantial, and retuning ${\rm Re}\,\varepsilon$ would recover only part of the lost enhancement. Larger spheres suffer less surface scattering but more retardation, so with both effects the 10 nm sphere is the best of these three. This ranking holds at fixed wavelength; the light was not retuned for each size.

**Thickness of the surface charge.** The local model puts the induced charge in a layer of zero thickness. In a hydrodynamic electron gas, pressure spreads it out. Let $\rho$ be the free charge density, $\mathbf P$ the free-electron polarization, $\chi=\varepsilon-\varepsilon_b$ and $\Omega^2=\omega^2+i\gamma\omega$. The linearized equation of motion, with a pressure term of strength $s^2=\tfrac35v_F^2$, gives
$$
\mathbf P=\varepsilon_0\chi\mathbf E+\frac{s^2}{\Omega^2}\nabla\rho .
$$
Take the divergence and use $\nabla\cdot\mathbf P=-\rho$ and $\varepsilon_0\varepsilon_b\nabla\cdot\mathbf E=\rho$. Since $1+\chi/\varepsilon_b=\varepsilon/\varepsilon_b$, the result is
$$
\nabla^2\rho=\kappa^2\rho,\qquad
\kappa^2=-\frac{\Omega^2\varepsilon}{s^2\varepsilon_b}=\frac{\omega_p^2/\varepsilon_b-\Omega^2}{s^2}.
$$
Neglecting the small loss in $\kappa$, the numbers give $\varepsilon_b=3.96$ and a charge depth $1/\kappa=0.21$ nm.

The inside potential is now $[Ar+B\,i_1(\kappa r)]\cos\theta$, where $i_1(x)=\cosh x/x-\sinh x/x^2$ satisfies $\nabla^2[i_1(\kappa r)\cos\theta]=\kappa^2i_1(\kappa r)\cos\theta$. Hence $\rho=-\varepsilon_0\varepsilon_b\kappa^2B\,i_1\cos\theta$. Electrons cannot cross a hard wall, so $P_r=0$ at $r=a$. Using $s^2/\Omega^2=-\varepsilon/(\varepsilon_b\kappa^2)$,
$$
-\chi(A+B\kappa i_1')+\varepsilon B\kappa i_1'=0
\;\Rightarrow\; B\kappa i_1'=\frac{\chi}{\varepsilon_b}A .
$$
At the surface, $\varepsilon_b\,\partial\phi/\partial r=(\varepsilon_b+\chi)A\cos\theta=\varepsilon A\cos\theta$, as in the local model. The potential, however, is $Aa(1+\delta)\cos\theta$ with
$$
\delta=\frac{\chi}{\varepsilon_b}\,\frac{i_1(\kappa a)}{\kappa a\,i_1'(\kappa a)}=-0.100+0.006\,i .
$$
The resist therefore sees an effective permittivity $\varepsilon/(1+\delta)$. Putting this into the polar formula gives
$$
\frac{E}{E_0}=\frac{3\varepsilon}{\varepsilon+2\varepsilon_m(1+\delta)},
$$
and an enhancement of about 440. The imaginary part of $\delta$ is no larger than the effect of the loss neglected in $\kappa$. Keeping the loss in $\Omega^2$ gives $\delta=-0.100+0.003\,i$ and about 450; placing it in $\varepsilon_b$ instead gives about 460. A 10% change in one term matters this much because the two terms of the denominator nearly cancel. Real silver does not have a hard wall, so this number is an estimate of size.

**The resist.** An extinction coefficient of 0.01, a rough value for an absorbing resist, makes $\varepsilon_m=(1.6+0.01i)^2$. This adds 0.064 to the imaginary part of the denominator and lowers the enhancement to about 750. An index change of 0.02 without absorption, as exposure might cause, detunes the resonance and gives about 890.

These corrections are not additive. Retardation and charge spreading, for example, shift the resonance in opposite directions, and they have not been calculated together here. A substrate, neighbouring particles and surface roughness are also left out. For the posed permittivities, 950 is the local quasistatic value. For a silver sphere of 5 nm radius whose bulk loss is 0.5, surface scattering at the estimated rate $v_F/a$ alone brings it down by a factor of about four; at half that rate the factor would be 2.4. The numerical output below lists the values used.

## Values computed for the example and the checks

```
sphere permittivity: -5.12 + 0.50 i
resist permittivity: 2.56; index: 1.60
radius: 5.0 nm; vacuum wavelength: 415 nm
photon energy: 2.988 eV
dipole factor beta: 1.000 + 15.360 i
polar field E/E0: 3.000 + 30.720 i
polar field magnitude |E/E0|: 30.87
polar intensity enhancement: 952.7
inside intensity enhancement: 235.9
outside/inside intensity ratio: 4.038
finite-element polar enhancement: 952.7
Mie polar enhancement, radius 0.1 nm: 952.7
quasistatic enhancement 1 nm from pole: 320.7
quasistatic enhancement 2 nm from pole: 128.3
quasistatic enhancement 5 nm from pole: 16.3
size parameter x: 0.1211
shifted dipole resonance, Re eps: -5.210
Re eps of largest polar field, 0.1 nm: -5.168
Re eps of largest polar field, 5 nm: -5.260
Mie enhancement, radius 5 nm: 908.8
  with added surface scattering: 218.4
Mie enhancement, radius 10 nm: 549.7
  with added surface scattering: 300.6
Mie enhancement, radius 20 nm: 84.4
  with added surface scattering: 77.5
rough plasma energy: 9.0 eV
rough Fermi speed: 1.4e+06 m/s
surface collision energy hbar vF/a: 0.184 eV
added Im eps at 5 nm: 0.560
quasistatic enhancement with added loss: 219.0
bound-electron permittivity: 3.96
induced-charge depth 1/kappa: 0.210 nm
hydrodynamic delta: -0.1004 +0.0055 i
enhancement with hydrodynamic charge layer: 438.4
collocation solution of same model: 438.4
resist extinction coefficient: 0.01
enhancement with absorbing resist: 748.8
resist index change: 0.02
enhancement after index change: 893.4
```
